# Thermal bremsstrahlung in the Born approximation: spectrum, total power and absorption

## Problem

A dilute ionized gas contains electrons of mass $m$ and density $n_e$, with a Maxwell distribution at temperature $T$, and ions of charge $Ze$ and density $n_i$. The ions are treated as fixed, uncorrelated Coulomb centres. Units are $\hbar=c=k_B=1$ with $e^2=4\pi\alpha$, and $x=\omega/T$.

An electron slows from momentum $p$ to $p'$ and emits a photon of energy $\omega=E-E'$, where $E=p^2/2m$ and $E'=p'^2/2m$. In the nonrelativistic Born approximation the cross section, summed over polarizations and integrated over all directions, is

$$\frac{d\sigma}{d\omega}=\frac{16Z^2\alpha^3}{3p^2\omega}\,L,\qquad L=\ln\frac{p+p'}{p-p'} .\tag{1}$$

The Gaunt factor $g$ is defined by $L=\pi g/\sqrt3$.

(a) Find the emissivity $\varepsilon_\omega$, the power emitted per unit volume and unit $\omega$ into all directions.

(b) Find the total power $P$ per unit volume and the mean Gaunt factor that belongs to it.

(c) Find the absorption coefficient $\kappa$, net of stimulated emission.

(d) Evaluate the results for ionized hydrogen with $T=5$ keV and $n_e=n_i=1000\ \mathrm{m^{-3}}$.

## A tempting solution

One may try to replace the logarithm by its mean. For an electron of energy $E$ the photon energy runs from $0$ to $E$. With $s=p'/p$ we have $\omega=E(1-s^2)$, $d\omega=-2Es\,ds$ and $L=\ln[(1+s)/(1-s)]$. Hence

$$\int_0^E L\,d\omega=2E\int_0^1 sL\,ds .$$

Integrate by parts, taking $(s^2-1)/2$ as the antiderivative of $s$ and using $dL/ds=2/(1-s^2)$:

$$\int_0^1 sL\,ds=\left[\frac{s^2-1}{2}L\right]_0^1+\int_0^1\frac{1-s^2}{2}\,\frac{2}{1-s^2}\,ds=0+1 .$$

The boundary term vanishes at $s=0$ because $L=0$ there, and at $s=1$ because $(1-s)\ln(1-s)\to0$. Therefore

$$\int_0^E L\,d\omega=2E. \tag{2}$$

The mean of $L$ is 2 for every $E$, and the mean Gaunt factor is $g_B=2\sqrt3/\pi$. Now put $L=2$ into the thermal average. By (1), with $p=mv$,

$$\omega v\frac{d\sigma}{d\omega}=\frac{16Z^2\alpha^3}{3m^2v}\,L. \tag{3}$$

Only electrons with $E\ge\omega$ can emit the photon. Since $v\,dv=dE/m$, the Maxwell average of $L/v$ is

$$\left\langle\frac{L}{v}\right\rangle=4\pi\left(\frac{m}{2\pi T}\right)^{3/2}\frac1m\int_\omega^\infty e^{-E/T}L\,dE. \tag{4}$$

For $L=2$ the integral is $2Te^{-x}$. The prefactor times $T$ is $4\pi(2\pi)^{-3/2}\sqrt{m/T}=\sqrt{2/\pi}\,\sqrt{m/T}$. This gives

$$\varepsilon_\omega^{\rm const}=\frac{32}{3}\sqrt{\frac2\pi}\,\frac{Z^2\alpha^3n_en_i}{m^{3/2}\sqrt T}\,e^{-\omega/T}. \tag{5}$$

Integration over $\omega$ multiplies by $T$, so the total power grows as $\sqrt T$. Kirchhoff's law would then turn (5) into an absorption coefficient proportional to $(1-e^{-x})/(\sqrt T\,\omega^3)$.

## Where it fails

Equation (2) averages $L$ over photon energies at fixed electron energy. The emissivity requires the opposite: an average over electron energies at fixed photon energy, as in (4). At fixed $\omega$ the logarithm has no reason to average to 2.

For a soft photon, $\omega\ll T$, a typical electron has $E\gg\omega$. Writing

$$L=\ln\frac{(\sqrt E+\sqrt{E-\omega})^2}{\omega} \tag{6}$$

shows that $L\simeq\ln(4E/\omega)$, which grows without bound as $\omega\to0$. For a hard photon, $\omega\gg T$, the Boltzmann factor selects electrons just above threshold, with $E-\omega\sim T\ll\omega$. There $L\simeq2\sqrt{(E-\omega)/\omega}$, which is small. Equation (5) is thus too low at the soft end and too high at the hard end.

The total power escapes the error. To find it, one may integrate over $\omega$ first at fixed $E$, and then (2) is the integral required. A correct total is therefore no evidence for a correct spectrum.

## Solution

### The cross section

We first derive (1), because the same matrix element is needed for absorption. The photon coupling is $(e/m)\,\mathbf A\cdot\mathbf p$. In unit volume, $\mathbf A$ creates one photon with amplitude $\boldsymbol\epsilon/\sqrt{2\omega}$. The photon momentum is neglected: with $\mathbf q=\mathbf p'-\mathbf p$,

$$\omega=\frac{(p-p')(p+p')}{2m}\le q\,\frac{p+p'}{2m}\ll q$$

for nonrelativistic electrons. The Coulomb potential has the Fourier transform $V(q)=-4\pi Z\alpha/q^2$.

There are two time orderings. If emission comes first, the intermediate energy is $E+\omega$, and the denominator is $E-(E+\omega)=-\omega$. If scattering comes first, the intermediate energy is $E'$, and the denominator is $E-E'=\omega$. The sum is

$$M=\frac{eV}{m\sqrt{2\omega}}\left(\frac{\boldsymbol\epsilon\cdot\mathbf p}{-\omega}+\frac{\boldsymbol\epsilon\cdot\mathbf p'}{\omega}\right)=\frac{eV}{m\sqrt{2\omega}}\,\frac{\boldsymbol\epsilon\cdot\mathbf q}{\omega},$$

$$|M|^2=\frac{2\pi\alpha}{m^2\omega^3}(4\pi Z\alpha)^2\frac{(\boldsymbol\epsilon\cdot\mathbf q)^2}{q^4}. \tag{7}$$

The golden rule, with incident flux $v$, reads

$$v\,d\sigma=2\pi|M|^2\,\delta(E-E'-\omega)\,\frac{d^3p'}{(2\pi)^3}\frac{d^3k}{(2\pi)^3}.$$

The polarization sum of $(\boldsymbol\epsilon\cdot\mathbf q)^2$ is $q^2\sin^2\vartheta$, where $\vartheta$ is the angle between $\mathbf k$ and $\mathbf q$; its integral over photon directions is $8\pi q^2/3$. For the electron, $d^3p'=mp'\,dE'\,d\Omega'$, and

$$\int\frac{d\Omega'}{q^2}=2\pi\int_{-1}^{1}\frac{d\mu}{p^2+p'^2-2pp'\mu}=\frac{\pi}{pp'}\ln\frac{(p+p')^2}{(p-p')^2}=\frac{2\pi L}{pp'} .$$

Collecting factors,

$$v\frac{d\sigma}{d\omega}=2\pi\cdot\frac{2\pi\alpha\,(4\pi Z\alpha)^2}{m^2\omega^3}\cdot\frac{8\pi}{3}\cdot\frac{\omega^2mp'}{(2\pi)^6}\cdot\frac{2\pi L}{pp'}=\frac{16Z^2\alpha^3}{3mp\,\omega}L .$$

The number is $(1024\pi^6/3)/(64\pi^6)=16/3$. Division by $v=p/m$ gives (1).

### (a) The emissivity

The integral in (4) can be done without approximating $L$. Set

$$E=\frac\omega2(1+\cosh\theta)=\omega\cosh^2\frac\theta2 .$$

Then $\sqrt E+\sqrt{E-\omega}=\sqrt\omega\,e^{\theta/2}$, and (6) becomes simply $L=\theta$. Integrating by parts,

$$\int_\omega^\infty e^{-E/T}L\,dE=\left[-Te^{-E/T}\theta\right]_{\theta=0}^{\infty}+T\int_0^\infty e^{-x(1+\cosh\theta)/2}d\theta .$$

The boundary term is zero at both ends. The remaining integral contains the modified Bessel function $K_0(z)=\int_0^\infty e^{-z\cosh\theta}d\theta$, so the result is $Te^{-x/2}K_0(x/2)$. With (3) and (4),

$$\varepsilon_\omega=\frac{16}{3}\sqrt{\frac2\pi}\,\frac{Z^2\alpha^3n_en_i}{m^{3/2}\sqrt T}\,e^{-x/2}K_0\!\left(\frac x2\right). \tag{8}$$

To compare with the simple exponential, write this as

$$\varepsilon_\omega=\frac{16\pi}{3\sqrt3}\sqrt{\frac2\pi}\,\frac{Z^2\alpha^3n_en_i}{m^{3/2}\sqrt T}\,e^{-x}\bar g(x),\qquad \bar g=\frac{\sqrt3}{\pi}e^{x/2}K_0\!\left(\frac x2\right). \tag{9}$$

The law $e^{-\omega/T}/\sqrt T$ is therefore modified by a thermal Gaunt factor that depends on $\omega/T$. At fixed $x$ the emissivity does scale as $T^{-1/2}$; at fixed $\omega$ the temperature also enters through $\bar g$.

The two limits follow from the integral in (4). For $x\ll1$, use $L\simeq\ln(4E/\omega)$ and extend the lower limit to zero. With $u=E/T$,

$$T\int_0^\infty e^{-u}\left(\ln\frac4x+\ln u\right)du=T\left(\ln\frac4x-\gamma\right),$$

where $\gamma=-\int_0^\infty e^{-u}\ln u\,du\simeq0.577$ is Euler's constant. Thus

$$\bar g\to\frac{\sqrt3}{\pi}\left(\ln\frac4x-\gamma\right)\qquad(x\ll1). \tag{10}$$

For $x\gg1$, use the threshold form of $L$ and set $u=(E-\omega)/T$:

$$e^{-x}\,T\int_0^\infty e^{-u}\,2\sqrt{\frac ux}\,du=Te^{-x}\frac{2}{\sqrt x}\,\frac{\sqrt\pi}{2}=Te^{-x}\sqrt{\frac\pi x},$$

$$\bar g\to\sqrt{\frac{3}{\pi x}}\qquad(x\gg1). \tag{11}$$

In this hard tail the factor $\sqrt{T/\omega}$ from $\bar g$ cancels the $1/\sqrt T$ in front, leaving $\varepsilon_\omega\propto e^{-\omega/T}/\sqrt\omega$. The logarithmic slope is

$$-\frac{d\ln\varepsilon_\omega}{d\omega}=\frac1T+\frac1{2\omega}=\frac1T\left(1+\frac1{2x}\right).$$

Reading this slope as $1/T$, as (5) suggests, would give too low a temperature.

### (b) The total power

Integrate (8) with $d\omega=T\,dx$ and $t=x/2$:

$$\int_0^\infty e^{-x/2}K_0\!\left(\frac x2\right)dx=2\int_0^\infty e^{-t}K_0(t)\,dt .$$

Insert the integral for $K_0$ and do the $t$ integral first:

$$\int_0^\infty e^{-t}K_0(t)\,dt=\int_0^\infty\frac{d\theta}{1+\cosh\theta}=\int_0^\infty\frac{d\theta}{2\cosh^2(\theta/2)}=\left[\tanh\frac\theta2\right]_0^\infty=1 .$$

Hence

$$P=\frac{32}{3}\sqrt{\frac2\pi}\,Z^2\alpha^3n_en_i\frac{\sqrt T}{m^{3/2}},\qquad \int_0^\infty e^{-x}\bar g\,dx=\frac{2\sqrt3}{\pi}\simeq1.103. \tag{12}$$

Since $\int_0^\infty e^{-x}dx=1$, the second integral is the mean of $\bar g$ with weight $e^{-x}$. It is the Born Gaunt factor for the total power, not the value of $\bar g$ at a given frequency.

The growth with $\sqrt T$ also has a direct reading. By (2) and (3), one electron loses energy at the rate

$$n_i\frac{16Z^2\alpha^3}{3m^2v}\,2E=n_i\frac{16Z^2\alpha^3}{3m}\,v .$$

The loss rate is proportional to speed, and the Maxwell mean speed is $\sqrt{8T/\pi m}$. Multiplication by $n_e$ reproduces (12).

### (c) Absorption

Absorption takes an electron from $\mathbf p'$ to $\mathbf p$, with the same $|M|^2$ because the interaction is Hermitian. Let $F(p)=(2\pi mT)^{-3/2}e^{-p^2/2mT}$, normalized to $\int F\,d^3p=1$. For a photon of fixed direction and polarization define

$$R[F]=\int d^3p\,d^3p'\,F\,\frac{2\pi|M|^2}{(2\pi)^3}\,\delta(E-E'-\omega).$$

Taking $F=F(p)$, the upper electron, gives emission; taking $F=F(p')$, the lower one, gives absorption. Because the electrons are isotropic, $R$ does not depend on photon direction or polarization. Summing spontaneous emission over two polarizations and $4\pi$ of solid angle gives

$$\varepsilon_\omega=n_en_i\,\omega\,\frac{\omega^2}{(2\pi)^3}\,8\pi R[F(p)]=n_en_i\frac{\omega^3}{\pi^2}R[F(p)] .$$

With $c=1$, a rate per photon is also a rate per length. Stimulated emission has the same rate per photon already present as spontaneous emission into that mode, so its coefficient is

$$\kappa_{\rm stim}=n_en_iR[F(p)]=\frac{\pi^2\varepsilon_\omega}{\omega^3}.$$

For true absorption, energy conservation gives $F(p')=e^{\omega/T}F(p)$, so $\kappa_{\rm true}=e^x\kappa_{\rm stim}$. The net coefficient is the difference:

$$\kappa=\frac{\pi^2\varepsilon_\omega}{\omega^3}\left(e^x-1\right). \tag{13}$$

This is Kirchhoff's law. The emission per solid angle is $j_\omega=\varepsilon_\omega/4\pi$, and the Planck intensity for both polarizations is $B_\omega=\omega^3/[4\pi^3(e^x-1)]$, so (13) says $\kappa B_\omega=j_\omega$. The derivation used thermal electrons but no assumption about the radiation present.

Inserting (8) and $e^{-x/2}(e^x-1)=2\sinh(x/2)$,

$$\kappa=\frac{32\sqrt2\,\pi^{3/2}}{3}\,\frac{Z^2\alpha^3n_en_i}{m^{3/2}\sqrt T\,\omega^3}\,\sinh\frac x2\,K_0\!\left(\frac x2\right). \tag{14}$$

For $x\ll1$, $\sinh(x/2)\simeq x/2$, and comparing (9) with (10) gives $K_0(x/2)\simeq\ln(4/x)-\gamma$. Then

$$\kappa\to\frac{16\sqrt2\,\pi^{3/2}}{3}\,\frac{Z^2\alpha^3n_en_i}{(mT)^{3/2}\omega^2}\left(\ln\frac4x-\gamma\right).$$

For $x\gg1$, (11) gives $2\sinh(x/2)K_0(x/2)\simeq\sqrt{\pi/x}$, so $\kappa\propto\omega^{-7/2}$ without any dependence on $T$. In the Born approximation the absorbing electron starts with energy of order $T\ll\omega$, and its initial motion hardly affects the transition. This holds only while that slow electron is itself in the Born regime. Coulomb attraction enhances its density at the ion by $2\pi\eta'/(1-e^{-2\pi\eta'})$, with $\eta'=Z\alpha/v'$, which restores a dependence on $T$: for hydrogen at $\omega=50$ keV it multiplies $\kappa$ by about 1.4 at $T=1$ keV and 2.1 at $T=200$ eV, and $\kappa$ tends to $T^{-1/2}$ at lower temperature.

### (d) Hydrogen at 5 keV

**Validity.** The Born approximation needs $Z\alpha/v\ll1$ for both electron states. At $E=T$ this parameter is $\sqrt{Z^2{\rm Ry}/T}=0.052$, with ${\rm Ry}=\alpha^2m/2$. The first Coulomb correction is of relative size $\pi Z\alpha(1/v'-1/v)$, with $v'$ the final speed, so the number that sets the accuracy is nearer $\pi\times0.052=0.16$. Even in the hard tail the slower electron typically has energy of order $T$, so the condition is $T\gg Z^2{\rm Ry}$ there too. The relativistic parameter is $T/m=0.0098$ for a typical electron. A photon of energy $\omega$ needs an electron with $E\ge\omega$, however, so in the hard tail the parameter is at least $\omega/m$, which is 0.098 at 50 keV; the relativistic Born (Bethe–Heitler) cross section with a relativistic Maxwell distribution raises the electron–ion emissivity by about 3.5% there, against 0.6% at 5 keV. Screening matters when $\omega$ approaches the plasma frequency, here $1.2\times10^{-12}$ eV, far below the photon energies considered. Coulomb corrections beyond Born, relativistic corrections, recombination and line emission are left out. So is electron–electron emission: its dipole part vanishes, since the dipole moment of equal particles changes at a rate set by their conserved total momentum. The results below are values of the Born model. For real hydrogen the Coulomb correction alone shifts them by more than the digits shown: Sommerfeld's exact nonrelativistic dipole cross section raises $\bar g$, and with it $\varepsilon_\omega$ and $\kappa$, by 0.5% at $x=0.01$, 3% at $x=0.1$, 8% at $x=1$ and 15% at $x=10$. It raises the mean Gaunt factor from 1.103 to about 1.165 and $P$ by about 6%, and it lowers the fraction of power below $\omega=T$ from 0.78 to 0.77.

**Total power.** Restoring units in (12) requires a factor $\hbar^2$ and no power of $c$. With the printed coefficient and $T=5.80\times10^7$ K,

$$P=1.572\times10^{-40}\times(1000)^2\times\sqrt{5.80\times10^7}\simeq1.2\times10^{-30}\ \mathrm{W\,m^{-3}} .$$

The thermal energy density of electrons and ions at a common temperature is $u=\tfrac32(n_e+n_i)T=2.4\times10^{-12}\ \mathrm{J\,m^{-3}}$, so $\tau=u/P=2.0\times10^{18}$ s. This is not the time to cool to zero. At constant volume, with this loss alone, $u\propto T$ and $P\propto\sqrt T$ give

$$\frac{dT}{dt}=-\frac{T_0}{\tau}\sqrt{\frac{T}{T_0}}\quad\Rightarrow\quad\sqrt{\frac T{T_0}}=1-\frac{t}{2\tau}.$$

After a time $\tau$ the temperature is one quarter of its initial value $T_0$, and the Born parameter has doubled to about 0.10. The law cannot be followed down to $T=0$.

**Spectrum.** The ratio of the Born spectrum to (5) is $\bar g/g_B$:

| $x$ | $\bar g$ | $\bar g/1.103$ |
|---|---|---|
| 0.01 | 3.00 | 2.72 |
| 0.1 | 1.80 | 1.64 |
| 1 | 0.84 | 0.76 |
| 10 | 0.30 | 0.27 |

Limit (10) gives 2.99 at $x=0.01$, and limit (11) gives 0.31 at $x=10$. At $x=1$, (9) and (12) combine to

$$\varepsilon_\omega=\frac PT\,e^{-x}\frac{\bar g}{g_B}=\frac{1.197\times10^{-30}}{5000}\times0.368\times0.762\simeq6.7\times10^{-35}\ \mathrm{W\,m^{-3}\,eV^{-1}} .$$

The fraction of the power below $\omega=T$ is 0.78, against 0.63 for a constant Gaunt factor. The total is the same, but the Born spectrum is softer.

**Absorption.** At 50 eV the net coefficient is $8.2\times10^{-50}\ \mathrm{m^{-1}}$, and at 5000 eV it is $1.5\times10^{-54}\ \mathrm{m^{-1}}$. Their ratio follows from (13) and the two emissivities:

$$\frac{6.45\times10^{-34}}{6.71\times10^{-35}}\times\frac{e^{0.01}-1}{e-1}\times100^3\simeq5.6\times10^4 .$$

Over $10^{22}$ m the optical depth for this process at 50 eV is $8.2\times10^{-28}$, so reabsorption by it is negligible there. By (13) the error of a constant Gaunt factor passes unchanged into $\kappa$: it would be too small by a factor 2.7 at 50 eV and too large by a factor 3.7 at 50 keV. The full set of values is in the numerical output below.

## Table of computed values

```
Temperature T: 5000 eV
Temperature T: 5.8023e+07 K
Electron density = ion density: 1000 m^-3
Ion charge Z: 1 (dimensionless)
Coulomb parameter sqrt(Z^2 Ry/T): 0.0522 (dimensionless)
Relativistic parameter T/(m c^2): 0.00978 (dimensionless)
Plasma photon energy: 1.174e-12 eV
Mean Born Gaunt factor, numerical: 1.102658 (dimensionless)
2 sqrt(3)/pi: 1.102658 (dimensionless)
Coefficient P/(n_e n_i sqrt(T)): 1.5719e-40 W m^3 K^-1/2
Total power density: 1.1974e-30 W m^-3
Thermal energy density, electrons + ions: 2.4033e-12 J m^-3
Thermal energy / radiated power: 2.0071e+18 s
Power fraction below omega=T, Born: 0.7780 (dimensionless)
Same fraction, constant Gaunt factor: 0.6321 (dimensionless)
Path length for optical depth: 1.0e+22 m
Columns: x [1], photon energy [eV], Gaunt factor [1],
emissivity [W m^-3 eV^-1], net absorption [m^-1], optical depth [1]
 0.01     50.0   3.0000 6.4505e-34 8.1881e-50 8.1881e-28
 0.10    500.0   1.8050 3.5470e-34 4.7117e-52 4.7117e-30
 1.00   5000.0   0.8403 6.7134e-35 1.4570e-54 1.4570e-32
 3.00  15000.0   0.5283 5.7122e-36 5.0999e-56 5.0999e-34
10.00  50000.0   0.3020 2.9779e-39 8.2842e-58 8.2842e-36
```
